# Grain-boundary diffusion: Fisher's profile, Whipple's solution and Harrison's regimes

A tracer is held at constant concentration on the surface of a crystal and annealed. If a grain boundary normal to the surface is much faster than the grains and the anneal is not too long, the tracer runs along it far ahead of the front in the grains, while leaking sideways into them. A sectioning experiment measures the mean concentration at each depth. How does it fall with depth, and how does its slope give the boundary diffusivity?

### Assumptions and notation

The boundary is a slab of width $\delta$ and diffusivity $D_b$ in a crystal of diffusivity $D<D_b$. Depth is $y$, and $x$ is measured across the slab. Diffusivities are constant, there is no segregation, the solid is initially empty, and $c=1$ at $y=0$. In the **thin-slab model** $c$ is uniform across the slab, which requires $\delta^2/D_b\ll t$.

Let $t$ be the annealing time and $\ell=\sqrt{Dt}$. Define
$$\eta=\frac y\ell,\quad \xi=\frac{|x|-\delta/2}{\ell},\quad \Delta=\frac{D_b}{D},\quad \alpha=\frac{\delta}{2\ell},\quad \beta=(\Delta-1)\alpha,\quad w=\frac{\eta}{\sqrt\beta}.$$
Running time is $\tau t$, and results are read at $\tau=1$. In the grain $c_\tau=c_{\xi\xi}+c_{\eta\eta}$. The slab gains tracer along its length and loses it through two faces:
$$\partial_t c_b=D_b\,\partial_y^2c_b+\frac{2D}{\delta}\,\partial_xc\Big|_{x=\delta/2}
\;\Longrightarrow\; c_\tau=\Delta c_{\eta\eta}+\frac1\alpha c_\xi\quad(\xi=0),\tag{1}$$
because $2Dt/(\delta\ell)=2\ell/\delta=1/\alpha$. Let $Q(\eta)=\int_0^\infty[c-\operatorname{erfc}(\eta/2)]\,d\xi$ be the grain excess on one side of an isolated boundary.

### Theorem

1. Neglecting slab storage and grain diffusion along $y$, and using the flux of a constant lateral source, gives **Fisher's profile** for $\Delta\gg1$:
$$c_b=e^{-w/\pi^{1/4}},\qquad Q=\frac{2}{\sqrt\pi}\,e^{-w/\pi^{1/4}}.\tag{2}$$
2. The thin-slab model for an isolated boundary is solved by **Whipple's formula**
$$c=\operatorname{erfc}\frac\eta2+\frac{\eta}{2\sqrt\pi}\int_1^\Delta\frac{d\sigma}{\sigma^{3/2}}\,e^{-\eta^2/4\sigma}\operatorname{erfc}\!\left[a\Big(\xi+\frac{\sigma-1}{\beta}\Big)\right],\quad a=\frac12\sqrt{\frac{\Delta-1}{\Delta-\sigma}}.\tag{3}$$
3. For $\beta\to\infty$, $\alpha\to0$ at fixed $w$, Fisher's profile is an upper bound. The true tail is $\ln Q\sim-3(w/4)^{4/3}$; the $6/5$ power is a local description.
4. With $S=-d\ln\bar c/d(y^{6/5})$ and $K=-d\ln Q/d(w^{6/5})$,
$$(D_b-D)\,\delta=2\sqrt{D/t}\;(K/S)^{5/3}.\tag{4}$$
5. Parallel boundaries have three limiting regimes, A, B and C, with the borders derived below.

### Proof of 1: Fisher's profile

A half-space whose face is held at $c_b$ has $c=c_b\operatorname{erfc}(\xi/2)$, so $c_\xi(0)=-c_b/\sqrt\pi$. Without storage, (1) becomes $\Delta c_b''=c_b/(\alpha\sqrt\pi)$. Since $\eta^2=\beta w^2$ and $\beta\simeq\Delta\alpha$,
$$\frac{d^2c_b}{dw^2}=\frac{c_b}{\sqrt\pi}.$$
The solution equal to 1 at $w=0$ and bounded at depth is (2). The factor in $Q$ is $\int_0^\infty\operatorname{erfc}(\xi/2)\,d\xi=2/\sqrt\pi$. $\square$

Fisher's $\ln\bar c$ is therefore linear in $y$. If its slope is $-s$, then $s=\pi^{-1/4}/(\ell\sqrt\beta)$, so $\ell^2\beta=1/(\sqrt\pi s^2)$. By definition
$$\ell^2\beta=\ell^2\,\frac{(D_b-D)\delta}{2D\ell}=\frac{(D_b-D)\delta}{2}\sqrt{\frac tD},\tag{5}$$
and Fisher's analysis reads $(D_b-D)\delta\simeq 2\sqrt{D/t}\,/(\sqrt\pi s^2)$.

### Proof of 2: Whipple's solution

Take a sine transform in $\eta$ and a Laplace transform in $\tau$, with variables $k$ and $p$. Two integrations by parts turn $c_{\eta\eta}$ into $-k^2C+k/p$, where $k/p$ comes from the surface value 1. With $q^2=p+k^2$, the grain equation $C_{\xi\xi}=q^2C-k/p$ has the bounded solution
$$C=\frac{k}{pq^2}+A\,e^{-q\xi}.$$
Insert this in (1):
$$(p+\Delta k^2)\Big(\frac{k}{pq^2}+A\Big)=\frac{\Delta k}{p}-\frac q\alpha A .$$
Collecting $A$ gives
$$A\Big(p+\Delta k^2+\frac q\alpha\Big)=\frac{k}{pq^2}\big[\Delta(p+k^2)-p-\Delta k^2\big]=\frac{(\Delta-1)k}{q^2}.$$
Because $p+\Delta k^2=q^2+(\Delta-1)k^2$, division by $\Delta-1$ yields
$$A=\frac{k}{q^2B},\qquad B=k^2+\frac q\beta+\frac{q^2}{\Delta-1},\qquad \frac1B=\int_1^\infty e^{-(\sigma-1)B}d\sigma .$$

Now invert under the $\sigma$ integral.

- The shift $q^2=p+k^2$ gives a factor $e^{-k^2\tau}$.
- In the variable $q^2$, $e^{-qX}/q^2$ inverts to $\operatorname{erfc}(X/2\sqrt\tau)$, with $X=\xi+(\sigma-1)/\beta$.
- The factor $e^{-q^2(\sigma-1)/(\Delta-1)}$ delays this by $(\sigma-1)/(\Delta-1)$. At $\tau=1$ the remaining time is $(\Delta-\sigma)/(\Delta-1)$, so $\sigma$ stops at $\Delta$ and the argument becomes $aX$.
- The $k$ factors combine to $k\,e^{-\sigma k^2}$. Differentiating $\int_0^\infty e^{-\sigma k^2}\cos k\eta\,dk=\frac12\sqrt{\pi/\sigma}\,e^{-\eta^2/4\sigma}$ with respect to $\eta$ gives
$$\frac2\pi\int_0^\infty k\,e^{-\sigma k^2}\sin k\eta\,dk=\frac{\eta}{2\sqrt\pi\,\sigma^{3/2}}e^{-\eta^2/4\sigma}.$$

The remaining term $k/(pq^2)=k^{-1}[1/p-1/(p+k^2)]$ inverts to $(1-e^{-k^2})/k$ at $\tau=1$, and then to $1-\operatorname{erf}(\eta/2)$. This is (3). $\square$

Integration over $\xi$ gives, with $\operatorname{ierfc}z=e^{-z^2}/\sqrt\pi-z\operatorname{erfc}z$,
$$Q=\frac{\eta}{2\sqrt\pi}\int_1^\Delta\frac{d\sigma}{\sigma^{3/2}}e^{-\eta^2/4\sigma}\,\frac1a\operatorname{ierfc}\frac{a(\sigma-1)}{\beta}.$$

As a test, the full two-dimensional diffusion equation was solved with a slab of finite width. The boundary concentration differed from (3) by at most $5.1\times10^{-5}$ of the surface value; in the deep part tested, $c_b$ and $Q$ agreed within 0.6%.

### Proof of 3: the bound and the tail

**Lemma 1 (large $\beta$).** In the limit of part 3, the Laplace transforms at fixed $w$ are
$$c_b:\;p^{-1}e^{-wp^{1/4}},\qquad Q:\;p^{-3/2}e^{-wp^{1/4}}.\tag{6}$$

*Proof.* Put $\sigma=\beta u$ in (3). Then $\eta^2/4\sigma=w^2/4u$, the measure becomes $w\,du/(2\sqrt\pi u^{3/2})$, and $a\to\frac12$, since $\Delta/\beta\simeq1/\alpha\to\infty$. Thus
$$c_b=\int_0^\infty\frac{w\,e^{-w^2/4u}}{2\sqrt\pi\,u^{3/2}}\operatorname{erfc}\frac u2\,du,$$
with $2\operatorname{ierfc}(u/2)$ replacing $\operatorname{erfc}(u/2)$ in $Q$. At time $\tau$ these functions have transforms $e^{-u\sqrt p}/p$ and $e^{-u\sqrt p}/p^{3/2}$. The identity $\int_0^\infty w\,e^{-w^2/4u-us}du/(2\sqrt\pi u^{3/2})=e^{-w\sqrt s}$ with $s=\sqrt p$ gives (6). $\square$

The first transform obeys $C_{ww}=\sqrt p\,C$. This is Fisher's problem without storage or grain diffusion along $y$, but with the history of $c_b$ retained. In this limit those two neglects are harmless, and the remaining error is the constant-source flux.

**Upper bound.** Write $\sqrt p\,C=(pC)p^{-1/2}$. In time this is
$$\frac{d^2c_b}{dw^2}=\int_0^1\frac{\dot c_b(\tau')}{\sqrt{\pi(1-\tau')}}\,d\tau'\;\ge\;\frac{c_b(1)}{\sqrt\pi}.$$
Here $\dot c_b\ge0$, because $\operatorname{erfc}(u/2\sqrt\tau)$ increases with $\tau$ and its weight is positive. Let $f$ be $c_b$ minus Fisher's profile. Then $f''\ge f/\sqrt\pi$, and $f$ vanishes at both ends. A positive maximum would need $f''\le0$, a contradiction, so $f\le0$. Similarly $Q=\int_0^1c_b(\tau')/\sqrt{\pi(1-\tau')}\,d\tau'\le 2c_b(1)/\sqrt\pi$, so Fisher's $Q$ is also an upper bound.

Physically, tracer reached a deep section of the boundary recently. Its lateral gradient is steeper than that of a source held at the present concentration throughout, so the boundary loses more than Fisher assumes.

**Tail.** The exponent in the inversion of $Q$ is $\varphi=p-wp^{1/4}$. From $\varphi'=1-\frac w4p^{-3/4}=0$,
$$p_0=(w/4)^{4/3},\quad w=4p_0^{3/4},\quad \varphi(p_0)=-3p_0,\quad \varphi''(p_0)=\frac{3w}{16}p_0^{-7/4}=\frac{3}{4p_0}.$$
The Gaussian integral along $p=p_0+iv$ gives $1/\sqrt{2\pi\varphi''}=\sqrt{2p_0/3\pi}$. Multiplying by $p_0^{-3/2}$,
$$Q\simeq\sqrt{\frac{2}{3\pi}}\;\frac{e^{-3p_0}}{p_0}\qquad(p_0\gg1).\tag{7}$$
$\square$

### Where the power 6/5 comes from

Let $g=-d\ln Q/dw$. If $\ln Q$ locally follows a constant minus a multiple of $w^n$, then $g\propto w^{n-1}$, so the local exponent is $n=1+d\ln g/d\ln w$. From (7) and $dp_0/dw=4p_0/3w$,
$$g\simeq\frac{4p_0+4/3}{w},\qquad n\simeq\frac{4p_0}{3p_0+1}\;\to\;\frac43 .$$
At small $w$, expanding (6) and inverting term by term gives the convergent series
$$Q=\sum_{m\ge0}\frac{(-w)^m}{m!\,\Gamma(\frac32-\frac m4)} .$$
Its slope at $w=0$ is finite and nonzero, so $n\to1$. By continuity $n$ passes $6/5$ somewhere. The series gives

| $w$ | 2 | 4 | 6 | 8 | 10 | 60 |
|---|---|---|---|---|---|---|
| $n$ | 1.106 | 1.166 | 1.204 | 1.229 | 1.248 | 1.322 |

with a crossing at $w=5.75$. Leading-order (7) would put it at $p_0=3$, or $w\approx9.1$; it describes the trend but is not accurate there.

Since $K=g/(\frac65w^{1/5})$, we have $d\ln K/d\ln w=n-\frac65$. Thus $K$ is stationary at the crossing, where it is 0.762. This makes the $6/5$ plot nearly straight around it. A fit over $6\le w\le10$ gives $K=0.766$.

### Proof of 4: Le Claire's analysis

Where direct penetration from the surface and the slab's own content are negligible, $\bar c\propto Q$. As $y=w\,\ell\sqrt\beta$, the slopes satisfy $S=K(\ell\sqrt\beta)^{-6/5}$, hence $\ell^2\beta=(K/S)^{5/3}$. Equation (5) then gives (4). $\square$

With the fitted $K$, the prefactor $2K^{5/3}$ is 1.28. It belongs to this depth window, a constant source and large $\beta$. Fits over $1\le w\le4$ or $10\le w\le20$ give 1.35 and 1.36, so using 1.28 on such windows leaves the product about 5% low.

Two corrections can be estimated at the saddle.

- **Slab storage** changes the exponent to $-w\sqrt{\sqrt p+\alpha p}\simeq-wp^{1/4}-\frac{\alpha w}{2}p^{3/4}$. As $p_0^{3/4}=w/4$, $\ln Q$ falls by $\alpha w^2/8$ and $g$ rises by $\alpha w/4$.
- **Grain diffusion along $y$** enters through $\sigma=1+\beta u$, which adds about $w^2/(4u^2\beta)$ to $\ln Q$. The dominant $u$ minimizes $w^2/4u+u\sqrt{p_0}$, so $w^2/4u^2=\sqrt{p_0}$. Then $\ln Q$ rises by $\sqrt{p_0}/\beta$ and $g$ falls by $2\sqrt{p_0}/(3w\beta)$.

These opposite signs explain why the fitted $K$ at $\Delta=10^6$ rises through the limiting value instead of settling on it: it is 0.7595, 0.7652 and 0.7669 for $\beta=10$, 100 and 1000, against 0.7657 in the limit. Raising $\beta$ at fixed $\Delta$ also raises $\alpha$.

### Proof of 5: Harrison's regimes

Let parallel boundaries have spacing $d$, with half-grain width $L=(d-\delta)/(2\ell)$, so $\alpha+L=d/(2\ell)$. Take $\Delta$ large and neglect grain diffusion along $y$. By symmetry the flux vanishes at $\xi=L$, and the lateral solution is $\cosh[\sqrt p(L-\xi)]/\cosh(\sqrt pL)$ times $C_b$. Equation (1) becomes $\Delta C_b''=G\,C_b$, with
$$G=p+\frac{\sqrt p}{\alpha}\tanh(L\sqrt p),\qquad C_b=\frac1p\,e^{-\eta\sqrt{G/\Delta}} .$$
The boundary content $M=\int_0^\infty c_b\,dy/\sqrt{D_bt}$ has transform $1/(p\sqrt G)$. Its limits follow from $p^{-\mu}\to1/\Gamma(\mu)$ at $\tau=1$.

**C, negligible leakage** ($L\to\infty$, $\alpha\gg1$). Here $G=p[1+1/(\alpha\sqrt p)]$, so
$$\frac{1}{p\sqrt G}\simeq p^{-3/2}-\frac{p^{-2}}{2\alpha},\qquad M\simeq\frac{2}{\sqrt\pi}\Big(1-\frac{\sqrt\pi}{4\alpha}\Big).$$
The limiting profile is $c_b=\operatorname{erfc}[y/(2\sqrt{D_bt})]$, which depends on $D_b$ alone.

**B, leakage into separate grains** ($L\gg1$, $\alpha\ll1$). Here $G=(\sqrt p/\alpha)(1+\alpha\sqrt p)$, so
$$\frac{1}{p\sqrt G}\simeq\sqrt\alpha\Big(p^{-5/4}-\frac\alpha2p^{-3/4}\Big),\qquad M\simeq\frac{\sqrt\alpha}{\Gamma(5/4)}\Big[1-\frac{\alpha\,\Gamma(5/4)}{2\,\Gamma(3/4)}\Big].$$
Neighbouring boundaries enter through $\tanh z\simeq1-2e^{-2z}$, an exponentially small correction for wide grains. Provided also that $\beta\gg1$, the sections are deep and slab storage is negligible in the fitted window, analysis (4) applies here and yields the product $(D_b-D)\delta$, not $D_b$ separately. The storage condition is stricter than the border for $M$ given below, because storage steepens the deep profile. With $K=0.766$, $6\le w\le10$ and large $\beta$, the product comes out about 2.5% low at $\alpha=0.01$ but about 30% low at $\alpha=0.14$ when the slab's own content is counted in $\bar c$ (2.6% and 31% from $Q$ alone).

**A, overlapping fields** ($L\ll1$). With $\tanh z\simeq z-z^3/3$,
$$G\simeq p\,\frac{\alpha+L}{\alpha}\Big[1-\frac{L^3p}{3(\alpha+L)}\Big].$$
Expanding $G^{-1/2}$ and using $\Gamma(\frac32)/\Gamma(\frac12)=\frac12$,
$$M\simeq\frac{2}{\sqrt\pi}\sqrt{\frac\delta d}\Big[1+\frac{L^3}{12(\alpha+L)}\Big].$$
For thin slabs the correction is $L^2/12=d^2/(48Dt)$. With lateral equilibrium, averaging the full diffusion equation over one period restores grain diffusion along $y$ and gives an ordinary error-function profile with
$$D_{\rm eff}=\Big(1-\frac\delta d\Big)D+\frac\delta d\,D_b .$$
$\square$

A border needs an observable and a tolerance. Allowing $M$ to depart by 5% from its limit, and solving with the full $G$ rather than its first correction, gives

| regime | conditions |
|---|---|
| C | $\alpha>8.3$ |
| B | $\alpha<0.14$ and $\sqrt{Dt}/d<0.39$ |
| A | $\sqrt{Dt}/d>0.66$ |

The last two rows assume thin slabs. Between the rows lie crossovers, not transitions. Deep tails demand more: in C the first correction multiplies the profile by $\exp[-y/(2\alpha\sqrt{D_bt})]$, whose effect grows with depth. In A the sectioned profile also converges more slowly than $M$. For thin slabs, with grain diffusion along $y$ neglected, the mean profile at $\sqrt{Dt}/d=0.66$ differs from the $D_{\rm eff}$ error function by up to 0.06. An error-function fit to $\ln\bar c$ with free amplitude over $0.01<\bar c<0.5$ returns a diffusivity about 36% too high there, about 16% too high at $\sqrt{Dt}/d=1$ and about 4% too high at 2.

The two-dimensional solution tested the limiting profiles. It differed from the A profile by at most 0.0054 of the surface concentration at $\sqrt{Dt}/d=2$, and from the C profile by at most 0.012 at $\alpha=20$.

### Worked example

Take round model parameters $D=10^{-18}$ m²/s, $D_b=10^{-12}$ m²/s, $\delta=0.5$ nm, $d=10$ μm and $t=10^5$ s. Then
$$\ell=\sqrt{10^{-13}\ \text{m}^2}=0.316\ \mu\text{m},\qquad \alpha=\frac{0.25\ \text{nm}}{316\ \text{nm}}=7.9\times10^{-4},\qquad \beta\simeq10^6\alpha=791 .$$
One unit of $w$ is $\ell\sqrt\beta=8.89$ μm. Since $\ell/d=0.032$, the anneal lies in regime B.

| $w$ | $c_b$ Fisher | $c_b$ Whipple | $Q$ Fisher | $Q$ Whipple |
|---|---|---|---|---|
| 1 | 0.472 | 0.422 | 0.532 | 0.411 |
| 4 | 0.0496 | 0.0195 | 0.0559 | 0.0137 |
| 10 | $5.47\times10^{-4}$ | $8.90\times10^{-6}$ | $6.17\times10^{-4}$ | $4.19\times10^{-6}$ |

At $w=1$ Fisher's $c_b$ is 12% above Whipple's; at $w=10$ it is about 61 times too large.

Use Whipple's $Q$ over $6\le w\le10$, depths of 53 to 89 μm, as noise-free data. This is an idealization. The section mean $2Q\ell/d$ runs from $7\times10^{-5}$ down to $3\times10^{-7}$ of the surface value. The boundaries are also taken to be straight and normal to the surface over five to nine spacings, as in a bicrystal or a columnar structure rather than an equiaxed polycrystal. The true product is $5.00\times10^{-22}$ m³/s, and $\sqrt{D/t}=3.162\times10^{-12}$ m/s. A straight line in $y$ has $s=1.566\times10^5$ m⁻¹, so Fisher's analysis gives
$$\frac{2(3.162\times10^{-12})}{\sqrt\pi\,(1.566\times10^5)^2}=1.45\times10^{-22}\ \text{m}^3/\text{s},$$
only 29% of the true value. In units of $w$ the slope is $1.566\times10^5\times8.89\times10^{-6}=1.39$, whereas Fisher's law expects $\pi^{-1/4}=0.751$; the squared ratio is 0.29.

Against $y^{6/5}$ the slope is $S=8.827\times10^5$ m$^{-6/5}$, and (4) gives
$$2(3.162\times10^{-12})\Big(\frac{0.7657}{8.827\times10^5}\Big)^{5/3}=4.99\times10^{-22}\ \text{m}^3/\text{s},$$
0.2% below the true value. Slab storage is the main cause. By the saddle estimates near $w=8$, where $p_0=2.5$, storage steepens the slope by $\alpha w/4=0.0016$ in 1.39, while grain diffusion along $y$ flattens it by $2\sqrt{p_0}/(3w\beta)=0.00017$. The power $5/3$ turns the net 0.10% into 0.17%, against the computed 0.19%; at so small a $p_0$ the estimates are only rough.

The rms residuals of $\ln Q$ for straight lines in $y$, $y^{6/5}$ and $y^{4/3}$ are 0.026, 0.0033 and 0.012. The $6/5$ plot is the best of the three in this window, although the tail of the limiting law ($\beta\to\infty$, $\alpha\to0$) has the power $4/3$.

For these parameters, and with grain diffusion along $y$ neglected as in part 5, the 5% borders place C below $9\times10^{-4}$ s, B between 3.2 s and $1.5\times10^7$ s (about 180 days), and A above $4.4\times10^7$ s (about 1.4 years). Keeping that diffusion shifts the end of B slightly. It comes at about $1.4\times10^7$ s if $M$ is compared with the limit $\sqrt\alpha/\Gamma(5/4)$, and at about $1.6\times10^7$ s if $M$ is compared with an isolated boundary that has the same grain diffusion. The border of C is only formal here: $\sqrt{Dt}$ is then 0.03 nm, less than an atomic spacing, where a continuum model no longer applies. The numerical output lists the remaining values.

## Numbers as computed

```
D = 1.0e-18 m^2/s; Db = 1.0e-12 m^2/s
delta = 0.50 nm; d = 10.0 um; t = 1.0e+05 s
sqrt(D t) = 0.3162 um; alpha = 7.9057e-04; beta = 790.57
depth for w=1: 8.8914 um
Fisher flux number: numeric 0.56425, formula 0.56419
Fisher profile, max numerical difference = 1.80e-05
Whipple vs 2D slab, max difference = 5.13e-05
deep relative differences: boundary 5.56e-03, Q 5.90e-03
w, depth/um, cb Fisher, cb Whipple, Q Fisher, Q Whipple
 1    8.891 4.7184e-01 4.2174e-01 5.3241e-01 4.1073e-01
 2   17.783 2.2263e-01 1.6294e-01 2.5121e-01 1.4011e-01
 4   35.566 4.9563e-02 1.9538e-02 5.5926e-02 1.3737e-02
 6   53.348 1.1034e-02 1.8330e-03 1.2451e-02 1.0995e-03
 8   71.131 2.4565e-03 1.3977e-04 2.7719e-03 7.3585e-05
10   88.914 5.4689e-04 8.8960e-06 6.1710e-04 4.1933e-06
local exponent n at large beta:
w =  2: n = 1.1056
w =  4: n = 1.1659
w =  6: n = 1.2039
w =  8: n = 1.2294
w = 10: n = 1.2475
w = 60: n = 1.3219
series/saddle value of Q at w=60 = 0.9791
n=6/5 at w = 5.7526; stationary K = 0.76157
K fitted for w=6..10 = 0.76571
Le Claire coefficient 2 K^(5/3) = 1.28175
fitted K at beta=10: 0.75950
fitted K at beta=100: 0.76521
fitted K at beta=1000: 0.76686
slope of ln Q against y = 1.56639e+05 m^-1
slope against y^(6/5) = 8.82676e+05 m^(-6/5)
true (Db-D) delta = 5.00000e-22 m^3/s
Fisher result = 1.45430e-22 m^3/s, ratio 0.2909
Le Claire result = 4.99040e-22 m^3/s, ratio 0.99808
rms residual of ln Q, powers 1, 6/5, 4/3: 2.63e-02, 3.34e-03, 1.19e-02
regime A: sqrt(Dt)/d=2, Deff/D=101.00, max diff 5.41e-03
regime C: alpha=20, max profile difference 1.18e-02
content formula vs 2D, relative differences C, B, A: 7.43e-05, 2.32e-05, 5.57e-05
deficit coefficients: C 0.44311/alpha, B 0.36983*alpha
content tolerance for borders = 5.0 percent
C: alpha > 8.2975; t < 9.0779e-04 s
B: alpha < 0.1406; t > 3.1626e+00 s
B: sqrt(Dt)/d < 0.3935; t < 1.5486e+07 s
A: sqrt(Dt)/d > 0.6630; t > 4.3951e+07 s
```
